# Peak Reflectivity of an Infinite Bragg Grating with Weak Uniform Absorption: test program

```python
"""
Result under test: an infinitely long Bragg grating with real coupling kappa and
uniform power attenuation alpha has peak reflectivity
    R_max = exp(-2 asinh(alpha/(2 kappa))) = 1 - alpha/kappa + ...
and no finite, detuned or chirped grating with coupling <= kappa exceeds it.

Symbols: kappa, alpha, beta = pi/period, delta (detuning) in 1/cm; lengths in cm;
y = delta/kappa; n0 = effective index; R = power reflectivity.
Time factor exp(-i omega t), so loss is a positive imaginary permittivity.
Independent road: Bloch waves of the full scalar wave equation, without the
slow-envelope approximation, and numerical propagation of the coupled waves.
"""
import numpy as np
import sympy as sp
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def peak_formula(alpha, kappa):
    return np.exp(-2 * np.arcsinh(alpha / (2 * kappa)))


def detuned_formula(y, alpha, kappa):
    w = np.arcsinh(alpha / (2 * kappa) - 1j * y)
    return np.exp(-2 * w.real)


def finite_formula(length, alpha, kappa):
    a = alpha / 2
    gamma = np.hypot(kappa, a)
    t = np.tanh(gamma * length)
    return (kappa * t / (gamma + a * t)) ** 2


def full_wave(y, alpha, kappa, beta, n0, modulation=0.0, slabs=200):
    """Half-infinite grating: reflectivity and amplitude decay rate from one cell."""
    period = np.pi / beta
    k_bragg = beta / n0
    k0 = (beta + y * kappa) / n0
    index_mod = 2 * kappa / k_bragg
    eps_imag = alpha * n0 / k_bragg
    c = np.cos(2 * np.pi * (np.arange(slabs) + 0.5) / slabs)
    eps = n0**2 + 2 * n0 * index_mod * c + 1j * eps_imag * (1 + modulation * c)
    q = k0 * np.sqrt(eps)
    k_in = k0 * n0
    phase = q * period / slabs
    cell = np.eye(2, dtype=complex)
    for p, ratio in zip(phase, q / k_in):
        cp, s = np.cos(p), np.sin(p)
        cell = np.array([[cp, s / ratio], [-ratio * s, cp]]) @ cell
    values, vectors = np.linalg.eig(cell)
    j = np.argmin(abs(values))
    g = vectors[1, j] / vectors[0, j]
    r = (1j - g) / (1j + g)
    return abs(r) ** 2, -np.log(abs(values[j])) / period


def full_wave_peak(alpha, kappa, beta, n0, modulation=0.0):
    res = minimize_scalar(
        lambda y: -full_wave(y, alpha, kappa, beta, n0, modulation)[0],
        bounds=(-0.9, 0.9), method="bounded", options={"xatol": 1e-6})
    return res.x, -res.fun


def coupled_matrix(delta, alpha, coupling):
    s = delta + 0.5j * alpha
    return 1j * np.array([[s, coupling], [-np.conj(coupling), -s]])


# ---------- example parameters (rough typical values, doped silicon strip) ----------
wavelength_nm = 1550.0
n_eff, n_group = 2.4, 4.2
alpha, kappa = 5.0, 200.0
length = 300e-4
wavelength = wavelength_nm * 1e-7
k_vac = 2 * np.pi / wavelength
beta = k_vac * n_eff
small = kappa / beta
R_peak = peak_formula(alpha, kappa)
gamma = np.hypot(kappa, alpha / 2)

# ---------- series and two-sided bounds ----------
t = sp.symbols("t", positive=True)
series = sp.series((sp.sqrt(1 + t**2 / 4) - t / 2) ** 2, t, 0, 4).removeO()
assert sp.expand(series - (1 - t + t**2 / 2 - t**3 / 8)) == 0
for ratio in (0.001, 0.025, 0.3, 1.0):
    R = peak_formula(ratio, 1.0)
    assert 1 - ratio < R < 1 - ratio + ratio**2 / 2

# ---------- full wave equation: height and place of the peak ----------
# envelope approximation errs by a few times kappa/beta, relative to the loss
scan = []
for ratio in (0.005, 0.025, 0.1):
    y_pk, R_pk = full_wave_peak(ratio * kappa, kappa, beta, n_eff)
    scan.append((ratio, R_pk, peak_formula(ratio, 1.0)))
    assert abs(y_pk) < 0.05
    assert abs(np.log(R_pk) / np.log(scan[-1][2]) - 1) < 4 * small
y_full, R_full = full_wave_peak(alpha, kappa, beta, n_eff)
decay_full = full_wave(0.0, alpha, kappa, beta, n_eff)[1]
assert abs(decay_full / gamma - 1) < 4 * small

# ---------- detuning inside the stop band ----------
for y in (-0.6, 0.3, 0.6):
    R_d = full_wave(y, alpha, kappa, beta, n_eff)[0]
    assert abs(np.log(R_d) / np.log(detuned_formula(y, alpha, kappa)) - 1) < 6 * small
    first_order = alpha / (kappa * np.sqrt(1 - y**2))
    assert abs((1 - R_d) / first_order - 1) < first_order + 6 * small

# ---------- finite length at the band centre ----------
for L in (0.3 / kappa, 1 / kappa, length):
    A, B = expm(-coupled_matrix(0.0, alpha, kappa) * L) @ np.array([1.0, 0.0])
    assert abs(abs(B / A) ** 2 - finite_formula(L, alpha, kappa)) < 1e-9

# ---------- upper bound for chirped gratings of any length ----------
rng = np.random.default_rng(7)
closest = 0.0
for trial in range(200):
    loss = rng.choice([0.02, 0.1, 0.5])
    spread = rng.choice([0.0, 0.3, 2.0])
    wave = np.array([1.0, 0.0], dtype=complex)
    for segment in range(rng.integers(5, 30)):
        strength = rng.uniform(0.7, 1.0) if spread else 1.0
        m = coupled_matrix(spread * rng.normal(), loss, strength)
        wave = expm(-m * rng.uniform(0.1, 0.6)) @ wave
    R = abs(wave[1] / wave[0]) ** 2
    closest = max(closest, R / peak_formula(loss, 1.0))
    assert R <= peak_formula(loss, 1.0) + 1e-10

# ---------- absorbed power from the propagated fields ----------
steps = 2000
L_long = 10 / kappa
back_step = expm(-coupled_matrix(0.0, alpha, kappa) * L_long / steps)
wave = np.array([1.0, 0.0], dtype=complex)
density = [1.0]
for _ in range(steps):
    wave = back_step @ wave
    density.append(np.sum(abs(wave) ** 2))
absorbed = alpha * simpson(np.array(density), dx=L_long / steps) / abs(wave[0]) ** 2
assert abs(absorbed - (1 - R_peak)) < 1e-7
assert abs(absorbed - alpha * (1 + R_peak) / (2 * gamma)) < 1e-7

# ---------- absorption modulated in phase with the index ----------
depth = 1.0
kappa_i = alpha * depth / 4
y_mod, R_mod = full_wave_peak(alpha, kappa, beta, n_eff, depth)
loss_mod = np.sqrt(alpha**2 - 4 * kappa_i**2) / kappa
assert abs(-np.log(R_mod) / loss_mod - 1) < 4 * small + (alpha / kappa) ** 2
assert abs(y_mod - 2 * kappa_i / alpha) < 0.05

# ---------- sizes of neglected effects in the example ----------
R_finite = finite_formula(length, alpha, kappa)
db_per_cm = 10 / np.log(10)
scatter_db = 2.0
alpha_scatter = scatter_db / db_per_cm
R_scatter = peak_formula(alpha + alpha_scatter, kappa)
n_si, n_ox = 3.48, 1.44
kappa_i_teeth = kappa * (n_si * alpha / k_vac) / (n_si**2 - n_ox**2)
teeth_change = 1 - np.sqrt(1 - (2 * kappa_i_teeth / alpha) ** 2)
tpa_cm_per_GW, power_mW, area_um2 = 0.7, 1.0, 0.1
intensity_GW = power_mW * 1e-3 / (area_um2 * 1e-8) * 1e-9
# standing wave 4 cos^2: mean square over mean, relative to one travelling wave
u = (np.arange(1000) + 0.5) * np.pi / 1000
standing = 4 * np.cos(u) ** 2
standing_factor = np.mean(standing**2) / np.mean(standing)
alpha_tpa = tpa_cm_per_GW * intensity_GW * standing_factor
stop_band_nm = kappa * wavelength**2 / (np.pi * n_group) * 1e7
dn_dT, drift_K = 1.8e-4, 10.0
shift_nm = wavelength_nm * dn_dT * drift_K / n_group
y_T = shift_nm / (stop_band_nm / 2)
R_T = detuned_formula(y_T, alpha, kappa)

print(f"Wavelength: {wavelength_nm:.0f} nm; effective index {n_eff}; group index {n_group}")
print(f"alpha = {alpha:.1f} 1/cm (= {alpha*db_per_cm:.1f} dB/cm); kappa = {kappa:.0f} 1/cm")
print(f"Grating length: {length*1e4:.0f} um; kappa*L = {kappa*length:.1f}")
print(f"Period: {np.pi/beta*1e7:.1f} nm; beta = {beta:.4e} 1/cm")
print(f"Index modulation amplitude: {2*kappa/k_vac:.5f}")
print(f"Stop-band width: {stop_band_nm:.2f} nm")
print(f"Power penetration length 1/(2 gamma): {1e4/(2*gamma):.2f} um")
print(f"alpha/kappa: {alpha/kappa:.5f}")
print(f"Peak R, first order 1-alpha/kappa: {1-alpha/kappa:.6f}")
print(f"Peak R, closed formula: {R_peak:.6f}")
print(f"Peak R, full wave equation: {R_full:.6f} at delta/kappa = {y_full:.4f}")
print(f"Decay rate gamma: formula {gamma:.3f}, full wave {decay_full:.3f} 1/cm")
print(f"Absorbed fraction from propagated fields: {absorbed:.6f}")
print("Scan: alpha/kappa, peak R full wave, peak R formula, 1-alpha/kappa")
for ratio, R_pk, R_fm in scan:
    print(f"  {ratio:.3f}  {R_pk:.6f}  {R_fm:.6f}  {1-ratio:.6f}")
print(f"Random gratings: largest R/R_max = {closest:.6f} (200 trials)")
print(f"Fully modulated absorption: kappa_i = {kappa_i:.2f} 1/cm")
print(f"  1-R full wave {1-R_mod:.6f}, first-order law {loss_mod:.6f}")
print(f"  peak at delta/kappa = {y_mod:.4f}, law {2*kappa_i/alpha:.4f}")
print("Neglected effects in the example:")
print(f"  kappa/beta (envelope approximation): {small:.5f}")
print(f"  relative change of 1-R, full wave vs formula: {(1-R_full)/(1-R_peak)-1:.5f}")
print(f"  finite length: R = {R_finite:.6f}, deficit {R_peak-R_finite:.2e}")
print(f"  scattering {scatter_db:.1f} dB/cm = {alpha_scatter:.3f} 1/cm: R = {R_scatter:.6f}")
print(f"  silicon index {n_si}, oxide index {n_ox}")
print(f"  corrugation kappa_i: {kappa_i_teeth:.2e} 1/cm")
print(f"  its relative change of 1-R: {teeth_change:.1e}")
print(f"  two-photon coefficient {tpa_cm_per_GW} cm/GW, {power_mW} mW, {area_um2} um2")
print(f"  standing-wave factor {standing_factor:.2f}; added loss {alpha_tpa:.2e} 1/cm")
print(f"  dn/dT {dn_dT:.1e} 1/K, drift {drift_K:.0f} K: shift {shift_nm:.3f} nm")
print(f"  delta/kappa after drift {y_T:.3f}: R = {R_T:.6f}")
print("OK")
```

Output:

```
Wavelength: 1550 nm; effective index 2.4; group index 4.2
alpha = 5.0 1/cm (= 21.7 dB/cm); kappa = 200 1/cm
Grating length: 300 um; kappa*L = 6.0
Period: 322.9 nm; beta = 9.7288e+04 1/cm
Index modulation amplitude: 0.00987
Stop-band width: 3.64 nm
Power penetration length 1/(2 gamma): 25.00 um
alpha/kappa: 0.02500
Peak R, first order 1-alpha/kappa: 0.975000
Peak R, closed formula: 0.975311
Peak R, full wave equation: 0.975259 at delta/kappa = -0.0005
Decay rate gamma: formula 200.016, full wave 200.007 1/cm
Absorbed fraction from propagated fields: 0.024689
Scan: alpha/kappa, peak R full wave, peak R formula, 1-alpha/kappa
  0.005  0.995002  0.995012  0.995000
  0.025  0.975259  0.975311  0.975000
  0.100  0.904685  0.904875  0.900000
Random gratings: largest R/R_max = 1.000000 (200 trials)
Fully modulated absorption: kappa_i = 1.25 1/cm
  1-R full wave 0.021476, first-order law 0.021651
  peak at delta/kappa = 0.5007, law 0.5000
Neglected effects in the example:
  kappa/beta (envelope approximation): 0.00206
  relative change of 1-R, full wave vs formula: 0.00207
  finite length: R = 0.975287, deficit 2.37e-05
  scattering 2.0 dB/cm = 0.461 1/cm: R = 0.973068
  silicon index 3.48, oxide index 1.44
  corrugation kappa_i: 8.55e-03 1/cm
  its relative change of 1-R: 5.9e-06
  two-photon coefficient 0.7 cm/GW, 1.0 mW, 0.1 um2
  standing-wave factor 3.00; added loss 2.10e-03 1/cm
  dn/dT 1.8e-04 1/K, drift 10 K: shift 0.664 nm
  delta/kappa after drift 0.365: R = 0.973508
OK
```
